\section*{The Rayleigh law of a ferroelectric from a uniform Preisach density}

\section{A loss that grows eightfold}

A model ferroelectric film, 500 nm thick, is driven by an alternating field. When the field amplitude is raised from 5 to 10 kV/cm, its relative permittivity rises modestly, from 1100 to 1200. The energy lost per cycle rises from 0.295 to 2.361 mJ/cm$^3$, a factor of eight. In a linear dielectric with a fixed loss tangent the factor would be four. Both changes come from small regions that switch irreversibly. The number that switch in each cycle grows as the square of the amplitude, which raises the permittivity. The mean width of their hysteresis grows in proportion to the amplitude, so the loss grows as the cube.

\section{The model and its conventions}

Let $D$ be the charge per area on the electrode and $E$ the field in the film. The ferroelectric is described by many independent two-state relays. A relay has output $s=+1$ or $s=-1$. It switches up when a rising field passes $a$, and down when a falling field passes $b$, with $b\le a$. Between $b$ and $a$ it keeps its last state. This is the Preisach model. It has no clock: the state depends on the sequence of turning points of the field and not on the speed.

With relay density $\mu(a,b)$,
\begin{equation}
D=\epsilon_i E+\iint_{a\ge b}\mu(a,b)\,s_{ab}\,da\,db .
\label{model}
\end{equation}
The constant $\epsilon_i$ holds every linear, reversible response, including that of vacuum. Three assumptions are made for a cycle between $-E_0$ and $+E_0$:
\begin{enumerate}
\item $\mu=\mu_0$ is constant in the triangle $-E_0\le b\le a\le E_0$.
\item Outside it, $\mu(a,b)=\mu(-b,-a)$, so that neither sign of field is preferred.
\item The sample was first depoled by an alternating field that started large and decayed slowly to zero.
\end{enumerate}
The Rayleigh coefficient is defined as $\alpha=2\mu_0$.

Both $\epsilon_i$ and $\alpha$ contain the vacuum permittivity $\epsilon_0$. In the example $\epsilon_i/\epsilon_0=1000$ and $\alpha/\epsilon_0=20$ cm/kV, hence $\mu_0/\epsilon_0=10$ cm/kV. For conversion, $\epsilon_0\times1$ kV/cm $=8.854\times10^{-5}$ $\mu$C/cm$^2$, and 1 $\mu$C/cm$^2$ times 1 kV/cm is 1 mJ/cm$^3$.

\section{The first rise and the loop tip}

The slow decay of the depoling field leaves the relays with $a+b>0$ down and those with $a+b<0$ up. To see this, take a relay with $a>-b>0$. As the amplitude decays, it first becomes too small to reach $a$, while it still reaches $b$; the last switching is therefore downward. For $-b>a>0$ the last switching is upward. Relays with both thresholds positive are down at zero field, and those with both negative are up. The mirror operation $(a,b)\to(-b,-a)$ reverses the sign of $a+b$, so the relay contributions cancel in pairs and $D(0)=0$.

Now raise the field from 0 to $E$. The relays that flip have $a<E$ and were down, so $-a<b\le a$. For each $a$ the allowed range of $b$ has length $2a$, and the flipped area is
\begin{equation}
\int_0^E 2a\,da=E^2 .
\end{equation}
Each output changes by $+2$, so the relays add $2\mu_0E^2=\alpha E^2$:
\begin{equation}
D_{\rm first}(E)=\epsilon_iE+\alpha E^2 .
\label{first}
\end{equation}
At $E=E_0$ this gives the tip of the loop,
\begin{equation}
D(E_0)=(\epsilon_i+\alpha E_0)E_0,\qquad
\frac{D(E_0)}{E_0}=\epsilon_i+\alpha E_0 .
\label{tip}
\end{equation}
The amplitude permittivity is linear in $E_0$: the switched area grows as $E_0^2$, and division by $E_0$ leaves one power.

For the example, $D(E_0)/\epsilon_0=(1000+20\times10)\times10=12000$ kV/cm, or 1.0625 $\mu$C/cm$^2$.

\section{The two branches}

When the field has come down to $-E_0$, every relay with $b>-E_0$ is down. During the next rise to $E$, those with $-E_0<b\le a<E$ flip up. They fill a right triangle with two sides of length $E+E_0$ and area $(E+E_0)^2/2$. Each changes by 2, so
\begin{equation}
D_\uparrow(E)-D(-E_0)=\epsilon_i(E+E_0)+\frac{\alpha}{2}(E+E_0)^2 .
\label{swing}
\end{equation}
At $E=E_0$ every relay is back in its state at the first tip: those with $a<E_0$ are up, those with $a>E_0$ and $b>-E_0$ were already down at the first tip, and the rest were not reached. The value of $D$ is therefore again (\ref{tip}). The right side is $2\epsilon_iE_0+2\alpha E_0^2$, which is twice this tip value. Thus $D(-E_0)=-D(E_0)$, and the loop is centred on zero. Inserting this value,
\begin{align}
D_\uparrow(E)&=-\epsilon_iE_0-\alpha E_0^2+\epsilon_i(E+E_0)
+\frac{\alpha}{2}(E^2+2EE_0+E_0^2)\nonumber\\
&=(\epsilon_i+\alpha E_0)E-\frac{\alpha}{2}(E_0^2-E^2).
\label{up}
\end{align}
The falling branch follows from the symmetry $D_\downarrow(E)=-D_\uparrow(-E)$:
\begin{equation}
D_\downarrow(E)=(\epsilon_i+\alpha E_0)E+\frac{\alpha}{2}(E_0^2-E^2).
\label{down}
\end{equation}

At 5 kV/cm the straight part is $1200\times5=6000$ kV/cm in units of $\epsilon_0$, and the offset is $10\times(100-25)=750$ kV/cm. The branches lie at 5250 and 6750 kV/cm, or 0.465 and 0.598 $\mu$C/cm$^2$. At zero field the offset is the remanence, $\alpha E_0^2/2$, here 0.0885 $\mu$C/cm$^2$. The rising branch crosses $D=0$ at 0.83 kV/cm. This small field belongs to the minor loop; it is not the coercive field of the fully switched film, which is roughly 50 kV/cm for the density peak used below.

The slope of the rising branch is
\begin{equation}
\frac{dD_\uparrow}{dE}=\epsilon_i+\alpha(E+E_0).
\end{equation}
Just after the reversal at $-E_0$ it equals $\epsilon_i$, because no relay has yet been reached. At the upper tip it equals $\epsilon_i+2\alpha E_0$, a relative value of 1400. The amplitude permittivity, 1200, is the mean of these two slopes.

\section{Loss, counted in two ways}

The work done by the source per volume and cycle is $\oint E\,dD$. Since $\oint d(ED)=0$, this equals $-\oint D\,dE$. The rising branch is traversed toward positive $E$ and the falling one toward negative $E$, so
\begin{align}
W&=\int_{-E_0}^{E_0}(D_\downarrow-D_\uparrow)\,dE
=\alpha\int_{-E_0}^{E_0}(E_0^2-E^2)\,dE\nonumber\\
&=\alpha\left(2E_0^3-\frac{2E_0^3}{3}\right)=\frac{4\alpha E_0^3}{3}.
\label{loss}
\end{align}

The relays give the same result and show where the energy goes. A relay that jumps by $+2$ at field $a$ takes up work $2a$ per unit weight. When it jumps back by $-2$ at field $b$, it takes up $-2b$. The net loss is $2(a-b)$. Put $w=a-b$. For a given $w$, $b$ can range over a length $2E_0-w$, so
\begin{equation}
W=2\mu_0\int_0^{2E_0}w(2E_0-w)\,dw
=\alpha\left(4E_0^3-\frac{8E_0^3}{3}\right)=\frac{4\alpha E_0^3}{3}.
\end{equation}
The number of active relays grows as $E_0^2$ and their mean width as $E_0$; together they give the cube. With $E_0=10$ kV/cm, $W/\epsilon_0=\frac43\times20\times1000=26667$ (kV/cm)$^2$, or 2.361 mJ/cm$^3$.

\section{Harmonics under a sinusoidal field}

Let $E=E_0\sin\theta$ with $\theta=\omega t$. Then $E_0^2-E^2=E_0^2\cos^2\theta$. The field rises when $\cos\theta>0$, where the offset is negative, and falls when $\cos\theta<0$, where it is positive. Both branches are therefore contained in
\begin{equation}
D=(\epsilon_i+\alpha E_0)E_0\sin\theta
-\frac{\alpha E_0^2}{2}\cos\theta\,|\cos\theta| .
\label{time}
\end{equation}
The last term is even in $\theta$, so it has no sine components. It changes sign under $\theta\to\theta+\pi$, so it has no even harmonics. For odd $n$ the cosine coefficient of $\cos\theta|\cos\theta|$ is four times a quarter-period integral:
\begin{align}
c_n&=\frac4\pi\int_0^{\pi/2}\cos^2\theta\cos n\theta\,d\theta\nonumber\\
&=\frac2\pi\int_0^{\pi/2}\left[\cos n\theta
+\tfrac12\cos(n+2)\theta+\tfrac12\cos(n-2)\theta\right]d\theta .
\end{align}
The second line uses $\cos^2\theta=(1+\cos2\theta)/2$ and the product rule for cosines. Because $\sin[(n\pm2)\pi/2]=-\sin(n\pi/2)$,
\begin{align}
c_n&=\frac2\pi\sin\frac{n\pi}{2}\left[\frac1n-\frac12
\left(\frac1{n+2}+\frac1{n-2}\right)\right]\nonumber\\
&=\frac2\pi\sin\frac{n\pi}{2}\left[\frac1n-\frac{n}{n^2-4}\right]
=-\frac{8\sin(n\pi/2)}{\pi n(n^2-4)} .
\end{align}
Multiplication by $-\alpha E_0^2/2$ gives the amplitude of $\cos n\theta$ in $D$,
\begin{equation}
D_n=\frac{4\alpha E_0^2}{\pi}\,\frac{\sin(n\pi/2)}{n(n^2-4)} .
\label{harm}
\end{equation}
For $n=1$ the denominator is $-3$. For $n=3$ it is $15$, with $\sin(3\pi/2)=-1$. For $n=5$ it is $105$. Hence
\begin{align}
D={}&(\epsilon_i+\alpha E_0)E_0\sin\theta-\frac{4\alpha E_0^2}{3\pi}\cos\theta\nonumber\\
&-\frac{4\alpha E_0^2}{15\pi}\cos3\theta
+\frac{4\alpha E_0^2}{105\pi}\cos5\theta+\cdots
\label{series}
\end{align}
Since $-\cos3\theta=\sin(3\theta-\pi/2)$, the third harmonic is in quadrature with $\sin3\theta$. A single-valued odd function $D(E)$ would give sine terms alone; the cosine terms here come from the hysteresis. In the example the third harmonic is $-0.0150$ $\mu$C/cm$^2$, which is 1.4\% of the in-phase fundamental.

The loss can be read from the fundamental. In $W=-\oint D\,dE$ put $dE=E_0\cos\theta\,d\theta$. Only the $\cos\theta$ part of $D$ survives, and $W=-\pi E_0D_1=4\alpha E_0^3/3$, in agreement with (\ref{loss}).

The in-phase permittivity of the fundamental is $\epsilon_i+\alpha E_0$, the same as the amplitude permittivity. The quadrature part is $4\alpha E_0/(3\pi)$, a relative value of 84.9. The magnitude of the fundamental is then $\sqrt{1200^2+84.9^2}=1203$; being a square root, it is not strictly linear in $E_0$. The loss tangent is
\begin{equation}
\tan\delta=\frac{4\alpha E_0}{3\pi(\epsilon_i+\alpha E_0)},
\end{equation}
here 0.071. It vanishes in proportion to $E_0$ at small fields. The quadrature part of the permittivity is proportional to $E_0$ at every amplitude in the model, and the loss is $\pi E_0^2$ times this part. This is why the loss grows as the cube and not as the square.

\section{Switching the relays one by one}

The formulas were tested on an explicit population of 80\,200 relays, spaced by 0.1 kV/cm in both thresholds and filling the range from $-20$ to $20$ kV/cm. It was depoled by a decaying alternating field and then cycled. At amplitudes of 5, 10 and 15 kV/cm it gave relative permittivities of 1100, 1200 and 1300, and losses of 0.295, 2.361 and 7.969 mJ/cm$^3$. The branches and the harmonics, taken about the loop centre, agreed with (\ref{up}), (\ref{down}) and (\ref{harm}).

The depoled population had a residual $D$ of $-0.0018$ $\mu$C/cm$^2$ instead of zero. It comes from the 200 relays lying on the line $a+b=0$ with $a>b$, which the last negative half-cycle leaves down. Each carries $\mu_0$ times the cell area, so their sum is $-\epsilon_0\times10\times0.01\times200=-20\,\epsilon_0$ kV/cm, as found. With twice the spacing the residue was $-0.0035$ $\mu$C/cm$^2$. It is proportional to the spacing and vanishes in the continuum.

\section{What depends on history}

Suppose that the film is saturated downward instead of depoled, and is then cycled between $\pm E_0$. The relays in the active triangle are reset in every cycle, so the loop keeps its shape. Its centre, however, is set by frozen relays. Those with $a>E_0$ and $b<-E_0$ are never reached and stay down; the other frozen relays cancel in mirror pairs. If the density equals $\mu_0$ for all thresholds between $-L$ and $L$ and is zero beyond, the uncancelled area is $(L-E_0)^2$ and the centre lies at $-\mu_0(L-E_0)^2$. With $L=20$ kV/cm this is $-1000\,\epsilon_0$ kV/cm, or $-0.089$ $\mu$C/cm$^2$, which the relay population reproduced. The number depends on the chosen $L$ and is not a prediction for a film.

A bias field does not alter the loop shape either, as long as the density is uniform over the field interval used. The flipped area depends on the distance from the last reversal and not on the position of that reversal. In the test, the loop between 0 and 10 kV/cm had the shape of the loop between $-5$ and $5$ kV/cm.

\section{The converse: Rayleigh loops require a uniform density}

For a general density, let the field fall from a maximum at or above $y$ to a reversal at $x$, and then rise to $y$. Let $S(x,y)$ be the change of $D$ during this rise:
\begin{equation}
S(x,y)=\epsilon_i(y-x)+2\int_x^y db\int_b^y da\,\mu(a,b).
\end{equation}
Differentiate with respect to $y$. The moving limit of the outer integral contributes nothing, because the inner integral vanishes at $b=y$. The result is $\epsilon_i+2\int_x^y\mu(y,b)\,db$. Differentiation with respect to the lower limit $x$ then gives
\begin{equation}
\mu(y,x)=-\frac12\frac{\partial^2S}{\partial x\,\partial y}.
\label{forc}
\end{equation}
If (\ref{swing}) holds at all amplitudes up to some maximum, then $S=\epsilon_i(y-x)+\frac{\alpha}{2}(y-x)^2$ for $x=-E_0$ and $|y|<E_0$. Its mixed derivative is $-\alpha$, so $\mu=\alpha/2$ there. The falling branches cover the mirror half of the triangle. Within the Preisach model with constant $\epsilon_i$, parabolic branches of the form (\ref{swing}) at all these amplitudes and a uniform density are thus equivalent. A permittivity linear in $E_0$ and a loss cubic in $E_0$ are not enough: any density that depends only on $b/a$ gives both. For example, $\mu=\mu_0(a-b)^2/(a^2+b^2)$ gives the same amplitude permittivity $\epsilon_i+2\mu_0E_0$, but a loss 1.43 times (\ref{loss}) and branches that are not parabolic.

Equation (\ref{forc}) was tested on a non-uniform density, the one with a peak used in the next section. At $a=30$, $b=-30$ kV/cm the true value of $\mu/\epsilon_0$ was 43.76 cm/kV, and finite differences of $S$, itself computed by integrating this density, returned 43.77 cm/kV. This checks the differentiation, not the switching.

\section{Beside a real film}

The parameters are rough values in the regime of lead zirconate titanate films at room temperature, driven well below the coercive field. The voltage amplitude is 0.5 V, and the field is about 1\% of a rough breakdown field of 1 MV/cm. Real films depart from the model in several ways. The sizes below are estimates from rough inputs, not measurements. For the example's numbers the interface layer lowers the permittivity by 6.5\%, and an assumed background loss adds about a quarter to the energy lost. Thermal activation can change the permittivity by an amount comparable to the interface effect, depending on the poorly known nucleus volume.

\textit{Background loss.} The model has no loss in its linear part, so its loss tangent vanishes at small fields. A real film keeps a finite one. If the linear part has a loss tangent of 0.02, an assumed value, it adds $0.02\,\pi\epsilon_iE_0^2$ to the loss per cycle. This is 24\% of the hysteresis loss at 10 kV/cm. Because this part grows only as the square, the total loss then rises by a factor of 6.7 between 5 and 10 kV/cm, not eight.

\textit{Interface layer.} Let a linear, lossless layer of thickness $d=1$ nm and relative permittivity $\kappa=40$ lie in series with the film of thickness $t$. Continuity of $D$ gives $V/t=E_f+D(E_f)\,d/(\epsilon_0\kappa t)$, where $E_f$ is the field in the film. At a fixed voltage of 0.5 V, $E_f$ falls from 10 to 9.44 kV/cm. The apparent permittivity drops from 1200 to 1122, and the loss is multiplied by $(0.944)^3=0.84$. Values of $\epsilon_i$ and $\alpha$ obtained from $V/t$ then describe the stack and not the ferroelectric alone.

\textit{Non-uniform density.} A film that switches fully must have many relays near its coercive field. They are modelled by a Gaussian peak of 25 $\mu$C/cm$^2$ centred at $a=-b=50$ kV/cm, with a width of 15 kV/cm. Relative to the uniform model, its tail raises the loss by 0.3\% at 10 kV/cm, by 4\% at 20 kV/cm and by 30\% at 30 kV/cm. For this peak, the Rayleigh law holds for the loss within a few per cent up to about 20 kV/cm.

\textit{Reversible nonlinearity.} Replace $\epsilon_iE$ by $\epsilon_iE(1-E^2/E_t^2)$ with $E_t=200$ kV/cm. Since $\sin^3\theta=(3\sin\theta-\sin3\theta)/4$, this adds an in-phase third harmonic $\epsilon_iE_0^3/(4E_t^2)=0.00055$ $\mu$C/cm$^2$. It turns the phase of the third harmonic by $2.1^\circ$ away from quadrature. The added term grows as $E_0^3$ and the hysteretic one as $E_0^2$, so the turn increases with amplitude.

\textit{Thermal activation.} Let thermal help lower every $a$ by $\delta$ and raise every $b$ by $\delta$. Relays with $a-b<2\delta$ lose their hysteresis and switch reversibly at their midpoint $u=(a+b)/2$. Since $da\,db=du\,dw$, there are $2\delta\mu_0$ of them per unit $u$, and each contributes a step of 2. They add $4\mu_0\delta=2\alpha\delta$ to $\epsilon_i$. If the original density is uniform for thresholds out to $\pm(E_0+\delta)$, the remaining relays still fill the active triangle uniformly, so $\alpha$ and the loss do not change. In the relay population a shift of 1 kV/cm added 40.0 to the relative permittivity, as this requires.

To estimate $\delta$, suppose that a field $E$ lowers the switching barrier by $2PVE$, with $P=25$ $\mu$C/cm$^2$ and a nucleus volume $V=(10\ {\rm nm})^3$. An activated waiting time changes tenfold when the barrier changes by $k_BT\ln10$. Hence $\delta=k_BT\ln10/(2PV)=0.19$ kV/cm per decade at 300 K. Lowering the frequency tenfold then raises the relative $\epsilon_i$ by about 8. At 1 kHz the field sweeps through $k_BT/(2PV)=0.08$ kV/cm in about $10^{-6}$ s near zero field, but it stays within this interval of its peak for about $4\times10^{-5}$ s. The time at the tip decides how far the switching reaches. With an assumed attempt time of $10^{-12}$ s it amounts to 7.6 decades, so the total rise is roughly 55 to 60, beside the drop of 78 from the interface layer below 1200. The estimate varies roughly as $1/V$, and $V$ is poorly known. The loss does not stay exactly as in this simple picture of equal shifts. A permittivity that falls by 8 per decade of frequency has a quadrature part of about $(\pi/2)\times8/\ln10\approx5$, which is roughly 6\% of the hysteretic value at 10 kV/cm. This rule holds for small signals, $E_0\ll k_BT/(2PV)$. At larger amplitudes the shift is not uniform, because the sweep slows toward the tips, and the added loss is closer to 8\% at 10 kV/cm and 14\% at 5 kV/cm. A film whose measured $\alpha$ changes appreciably with frequency lies outside this picture.

\textit{Leakage and heating.} A conductivity $\sigma=10^{-12}$ S/cm at $f=1$ kHz dissipates $\sigma E_0^2/(2f)=5\times10^{-5}$ mJ/cm$^3$ per cycle, about $2\times10^{-5}$ of the hysteresis loss. With a heat capacity of 3 J/(cm$^3$ K), the hysteresis loss warms an isolated film by 0.8 mK per cycle. The steady temperature depends on heat removal through the substrate, which is not computed here.

The numerical output below lists the main values used; the background loss tangent, the attempt time and the threshold range $L=20$ kV/cm are given only in the text.

\section*{Values computed for the example and the checks}
\begin{verbatim}
eps_i (relative) = 1000; alpha = 20 cm/kV
amplitude E0 = 10 kV/cm; film 500 nm
voltage amplitude = 0.50 V
relay density mu0/eps0 = 10 cm/kV
relay spacing = 0.1 kV/cm; count = 80200
depoled offset, spacing 0.2: -0.00354 uC/cm2
depoled offset, spacing 0.1: -0.00177 uC/cm2
first-rise max deviation = 0.00168 uC/cm2
E0 = 5 kV/cm: eps = 1100.0, loss = 0.2951 mJ/cm3
E0 = 10 kV/cm: eps = 1200.0, loss = 2.3611 mJ/cm3
E0 = 15 kV/cm: eps = 1300.0, loss = 7.9687 mJ/cm3
loss from relay count, 10 kV/cm = 2.3611 mJ/cm3
tip D(E0) = 1.0625 uC/cm2
remanence at E=0 = 0.0885 uC/cm2
field where rising D=0: 0.828 kV/cm
rising D at 5 kV/cm = 0.4648 uC/cm2
falling D at 5 kV/cm = 0.5977 uC/cm2
loop centre if poled first = -0.089 uC/cm2
first harmonic eps, in phase = 1200.0
first harmonic eps, quadrature = 84.88
first harmonic eps, magnitude = 1203.0
loss tangent = 0.0707
harmonic 3, cos part = -0.01503 uC/cm2
harmonic 5, cos part = 0.00215 uC/cm2
harmonic 3, sin part = 0.00000 uC/cm2
harmonic 3 / in-phase first = 0.0141
density at (30,-30): true 43.76, recovered 43.77 cm/kV
threshold shift 1 kV/cm adds eps = 40.00
Neglected effects (rough inputs)
density peak: 25 uC/cm2 at 50 kV/cm, width 15 kV/cm
peak at E0 = 10 kV/cm: eps +0.39, loss +0.34 %
peak at E0 = 20 kV/cm: eps +7.29, loss +3.95 %
peak at E0 = 30 kV/cm: eps +78.29, loss +30.05 %
dead layer: 1 nm, relative eps 40
field left in film = 9.439 kV/cm
apparent eps with dead layer = 1122.1
loss ratio with dead layer = 0.841
lattice nonlinearity field = 200 kV/cm
lattice third harmonic = 0.00055 uC/cm2
phase turn of third harmonic = 2.11 degrees
temperature = 300 K; nucleus edge = 10 nm
threshold shift per decade = 0.191 kV/cm
eps_i change per decade = 7.63
conductivity = 1e-12 S/cm; f = 1000 Hz
leakage loss per cycle = 5.00e-05 mJ/cm3
heat capacity = 3.0 J/(cm3 K)
adiabatic heating per cycle = 0.787 mK
E0 / breakdown field (1 MV/cm) = 0.010
\end{verbatim}
